**Zeeman levels, trappable states and clock point of metastable helium-3**

The program tests the closed-form energies of an atom with J = 1, I = 1/2 and an inverted hyperfine splitting W. They are −W/3 ± (gJ + gI/2)μB B for m = ±3/2, and W/6 + m gJ μB B ± (W/2)√(1 + 4mx/3 + x²) for m = ±1/2. Here m is the total projection, x = (gJ − gI)μB B/W, and both g factors enter the Hamiltonian with a plus sign. The program asserts agreement with matrix diagonalization up to 5 T, and tests the general formula for five sizes of the larger spin and both signs of the coupling. It also asserts the low-field g factors, the state compositions and the order of the slopes on a grid of fields. A search over all 15 pairs of levels finds one stationary frequency, between the two m = −1/2 states. The output places it at 80.26 mT and about 6354 MHz, where both states seek high field. A control run with the nuclear sign reversed shows that the lower m = +1/2 state would then turn over at 4.626 T.

## Numerical verification

```python
# Zeeman levels of metastable helium-3 (J = 1, I = 1/2, F = 3/2 lowest).
# H/h = A I.J + (muB/h) B (gJ Jz + gI Iz); W = -3A/2 > 0 is the splitting.
# Result under test, with x = (gJ-gI)(muB/h)B/W:
#   m = +-3/2: E/h = -W/3 +- (gJ+gI/2)(muB/h)B
#   m = +-1/2: E/h = W/6 + m gJ (muB/h)B +- (W/2) sqrt(1+4mx/3+x^2)
# Also tested: three states seek low field at all fields, and only the two
# m = -1/2 levels have a stationary frequency, at x = 1/3.
# Energies are frequencies in MHz, fields are in tesla.
# Labels: S = stretched, U = upper root, L = lower root, then the value of m.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.optimize import brentq

W = 6739.7
A = -2 * W / 3
MU = pc['Bohr magneton in Hz/T'][0] / 1e6
MUN = pc['nuclear magneton in MHz/T'][0]
KB = pc['Boltzmann constant in Hz/K'][0] / 1e6
GJ = -pc['electron g factor'][0]
GI = -pc['helion g factor'][0] * MUN / MU
B1 = W / ((GJ - GI) * MU)          # field at which x = 1
r = GI / (GJ - GI)


def spin(s):
    m = np.arange(s, -s - 0.5, -1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), plus


def operators(J):
    jz, jp = spin(J)
    iz, ip = spin(0.5)
    dot = np.kron(jz, iz) + 0.5 * (np.kron(jp, ip.T) + np.kron(jp.T, ip))
    return dot, np.kron(jz, np.eye(2)), np.kron(np.eye(len(jz)), iz)


DOT, JZ, IZ = operators(1)
NAMES = {1.5: ['S+3/2'], 0.5: ['L+1/2', 'U+1/2'],
         -0.5: ['L-1/2', 'U-1/2'], -1.5: ['S-3/2']}
ORDER = ['S+3/2', 'U+1/2', 'L+1/2', 'U-1/2', 'L-1/2', 'S-3/2']


def levels(B, gI=GI):
    """Diagonalize each m block: energy, slope dE/dB and mean Jz."""
    moment = MU * (GJ * JZ + gI * IZ)
    H = A * DOT + B * moment
    out = {}
    for m, names in NAMES.items():
        k = np.where(np.isclose(np.diag(JZ + IZ), m))[0]
        e, v = np.linalg.eigh(H[np.ix_(k, k)])
        for n, name in enumerate(names):
            p = v[:, n] ** 2
            out[name] = (e[n], p @ np.diag(moment)[k], p @ np.diag(JZ)[k])
    return out


def closed(B):
    x, b = B / B1, MU * B
    out = {'S+3/2': -W / 3 + (GJ + GI / 2) * b,
           'S-3/2': -W / 3 - (GJ + GI / 2) * b}
    for m, tag in ((0.5, '+1/2'), (-0.5, '-1/2')):
        root = W / 2 * np.sqrt(1 + 4 * m * x / 3 + x * x)
        out['U' + tag] = W / 6 + m * GJ * b + root
        out['L' + tag] = W / 6 + m * GJ * b - root
    return out


def general_formula(J, gJ, gI, a, b):
    """Closed form for any J with I = 1/2 and either sign of a."""
    D, n = a * (J + 0.5), 2 * J + 1
    X = (gI - gJ) * b / D
    e = [D * J / n + s * (gJ * J + gI / 2) * b for s in (1, -1)]
    for m in np.arange(-J + 0.5, J, 1):
        root = D / 2 * np.sqrt(1 + 4 * m * X / n + X * X)
        e += [-D / (2 * n) + gJ * b * m + s * root for s in (1, -1)]
    return np.sort(e)


# General closed form against full matrices, both signs of the coupling
for J in (0.5, 1, 1.5, 2, 2.5):
    dot, jz, iz = operators(J)
    for a in (-1.3, 0.8):
        for b in (0.1, 0.9, 4.0):
            for gi in (-0.3, 0.2):
                e = np.linalg.eigvalsh(a * dot + b * (1.7 * jz + gi * iz))
                assert np.allclose(e, general_formula(J, 1.7, gi, a, b),
                                   atol=1e-11)

# Helium formula, with state labels, against diagonalization
worst = 0.0
for B in np.linspace(0, 5, 201):
    num, ana = levels(B), closed(B)
    worst = max(worst, max(abs(num[k][0] - ana[k]) for k in ORDER))
assert worst < 1e-7

# Zero-field order and degeneracies
e0 = np.linalg.eigvalsh(A * DOT)
assert np.allclose(e0, [-W / 3] * 4 + [2 * W / 3] * 2, atol=1e-8)

# Low-field g factors from the slopes of the numerical states
g32, g12 = (2 * GJ + GI) / 3, (4 * GJ - GI) / 3
low = levels(1e-9)
for name, m, g in (('S+3/2', 1.5, g32), ('L+1/2', 0.5, g32),
                   ('L-1/2', -0.5, g32), ('S-3/2', -1.5, g32),
                   ('U+1/2', 0.5, g12), ('U-1/2', -0.5, g12)):
    assert abs(low[name][1] / MU - m * g) < 1e-6

# Compositions and slopes against the mixing parameter q
for B in (0.01, 0.05, 0.3, 2.0):
    num, x = levels(B), B / B1
    for m, tag in ((0.5, '+1/2'), (-0.5, '-1/2')):
        q = (x + 2 * m / 3) / np.sqrt(1 + 4 * m * x / 3 + x * x)
        for root, s in (('U', 1), ('L', -1)):
            assert abs(num[root + tag][2] - (m + s * q / 2)) < 1e-10
            slope = W / (2 * B1) * (2 * m * (1 + r) + s * q)
            assert abs(num[root + tag][1] - slope) < 1e-6

# High-field labels: mean Jz tends to these integers
high = levels(100 * B1)
for name, mj in zip(ORDER, (1, 1, 0, 0, -1, -1)):
    assert abs(high[name][2] - mj) < 1e-3

# Order of slopes and search for stationary frequencies in all 15 pairs
fields = B1 * np.geomspace(1e-3, 60, 1500)
slopes = np.array([[levels(B)[k][1] for k in ORDER] for B in fields])
assert np.all(slopes[:, 0] > slopes[:, 1])
assert np.all(slopes[:, 1] > slopes[:, 2])
assert np.all(slopes[:, 2] > 0)
assert np.all(slopes[:, 3:5] < 0)
assert np.all(slopes[:, 3:5] > slopes[:, 5:6])
stationary = []
for i, j in combinations(range(6), 2):
    d = slopes[:, i] - slopes[:, j]
    for k in np.where(d[:-1] * d[1:] < 0)[0]:
        stationary.append((ORDER[i], ORDER[j], fields[k], fields[k + 1]))
assert len(stationary) == 1
assert stationary[0][:2] == ('U-1/2', 'L-1/2')


def slope_gap(B):
    s = levels(B)
    return s['U-1/2'][1] - s['L-1/2'][1]


def clock(B):
    s = levels(B)
    return s['U-1/2'][0] - s['L-1/2'][0]


# Clock field, frequency, composition and curvature
B0 = brentq(slope_gap, stationary[0][2], stationary[0][3], xtol=1e-14)
nu0 = clock(B0)
assert abs(B0 / B1 - 1 / 3) < 1e-9
assert abs(nu0 - 2 * np.sqrt(2) / 3 * W) < 1e-7
for name in ('U-1/2', 'L-1/2'):
    assert abs(levels(B0)[name][2] + 0.5) < 1e-8
step = 1e-3
curv_num = (clock(B0 + step) - 2 * nu0 + clock(B0 - step)) / step**2
curv = W / np.sqrt(8 / 9) / B1**2
assert abs(curv_num / curv - 1) < 1e-4    # finite-difference truncation
dB = 1e-5
shift = (clock(B0 + dB) - nu0) * 1e6
assert abs(shift / (0.5 * curv * dB**2 * 1e6) - 1) < 1e-3
shift_zero = (clock(dB) - clock(0)) * 1e3
assert abs(shift_zero / (-W * dB / (3 * B1) * 1e3) - 1) < 1e-3

# High-field rise of the lower m = +1/2 state
Bh = 5.0
rise = levels(Bh)['L+1/2'][0] - levels(0)['L+1/2'][0]
tail = W / 3 + GI * MU * Bh / 2 - 2 * W / (9 * (Bh / B1 + 1 / 3))
assert abs(rise - tail) < 0.2             # next term falls as 1/B^3

# Control: with the nuclear sign reversed this state does turn over
B_turn = brentq(lambda B: levels(B, -GI)['L+1/2'][1], 0.1, 60 * B1)
assert levels(0.9 * B_turn, -GI)['L+1/2'][1] > 0
assert levels(1.1 * B_turn, -GI)['L+1/2'][1] < 0

print(f"splitting W/h = {W:.1f} MHz")
print(f"coupling A = {A:.2f} MHz")
print(f"muB/h = {MU:.3f} MHz/T")
print(f"gJ (free electron) = {GJ:.6f}")
print(f"gI (plus-sign convention) = {GI:.6f}")
print(f"r = gI/(gJ-gI) = {r:.6f}")
print(f"field for x = 1: {B1*1e3:.2f} mT")
print(f"low-field g, F=3/2: {g32:.5f}; F=1/2: {g12:.5f}")
print(f"zero-field levels: {e0[0]:.2f} and {e0[-1]:.2f} MHz")
Bex = 0.05
num, ana = levels(Bex), closed(Bex)
print(f"example field = {Bex*1e3:.0f} mT, x = {Bex/B1:.5f}")
for m, tag in ((0.5, '+1/2'), (-0.5, '-1/2')):
    xe = Bex / B1
    root = np.sqrt(1 + 4 * m * xe / 3 + xe * xe)
    print(f"m={tag}: root = {root:.6f}, q = {(xe+2*m/3)/root:.5f}")
print("state: closed-form E/h (MHz), slope (MHz/mT), mean Jz")
for k in ORDER:
    print(f"{k}: {ana[k]:.2f}, {num[k][1]/1e3:.4f}, {num[k][2]:.4f}")
print(f"largest formula-matrix difference, 0 to 5 T: {worst:.1e} MHz")
print(f"number of stationary pairs found = {len(stationary)}")
print(f"clock field = {B0*1e3:.2f} mT")
print(f"clock frequency = {nu0:.2f} MHz")
print(f"common slope at clock field = {levels(B0)['U-1/2'][1]/1e3:.4f} MHz/mT")
print(f"clock curvature d2nu/dB2 = {curv/1e6:.5f} MHz/mT^2")
print(f"shift for 10 microtesla error at clock field = {shift:.2f} Hz")
print(f"same pair, 0 to 10 microtesla: {shift_zero:.2f} kHz")
for B in (0.1, 1.0):
    for k in ORDER[:3]:
        t = (levels(B)[k][0] - levels(0)[k][0]) / KB * 1e3
        print(f"rise of {k} from 0 to {B:.1f} T = {t:.2f} mK")
print(f"W/(3 kB) = {W/3/KB*1e3:.2f} mK")
print(f"rise of L+1/2 at 5 T: matrix {rise:.2f}, tail {tail:.2f} MHz")
print(f"turning field if gI were reversed = {B_turn:.3f} T")
print("done: every assertion held")
```

It prints:

```
splitting W/h = 6739.7 MHz
coupling A = -4493.13 MHz
muB/h = 13996.245 MHz/T
gJ (free electron) = 2.002319
gI (plus-sign convention) = 0.002317
r = gI/(gJ-gI) = 0.001159
field for x = 1: 240.77 mT
low-field g, F=3/2: 1.33565; F=1/2: 2.66899
zero-field levels: -2246.57 and 4493.13 MHz
example field = 50 mT, x = 0.20767
m=+1/2: root = 1.087001, q = 0.49770
m=-1/2: root = 0.951147, q = -0.13212
state: closed-form E/h (MHz), slope (MHz/mT), mean Jz
S+3/2: -844.51, 28.0412, 1.0000
U+1/2: 5486.94, 20.9784, 0.7489
L+1/2: -1839.12, 7.0465, 0.2511
U-1/2: 3627.88, -15.8616, -0.5661
L-1/2: -2782.56, -12.1633, -0.4339
S-3/2: -3648.63, -28.0412, -1.0000
largest formula-matrix difference, 0 to 5 T: 5.8e-11 MHz
number of stationary pairs found = 1
clock field = 80.26 mT
clock frequency = 6354.25 MHz
common slope at clock field = -14.0125 MHz/mT
clock curvature d2nu/dB2 = 0.12332 MHz/mT^2
shift for 10 microtesla error at clock field = 6.17 Hz
same pair, 0 to 10 microtesla: -93.30 kHz
rise of S+3/2 from 0 to 0.1 T = 134.58 mK
rise of U+1/2 from 0 to 0.1 T = 100.23 mK
rise of L+1/2 from 0 to 0.1 T = 34.27 mK
rise of S+3/2 from 0 to 1.0 T = 1345.76 mK
rise of U+1/2 from 0 to 1.0 T = 1252.24 mK
rise of L+1/2 from 0 to 1.0 T = 92.75 mK
W/(3 kB) = 107.82 mK
rise of L+1/2 at 5 T: matrix 2256.71, tail 2256.68 MHz
turning field if gI were reversed = 4.626 T
done: every assertion held
```
